# The fast multipole method for Coulomb potentials: error bounds and cost, part 2

The Coulomb potential $\Phi$ at each of $N$ charges $q_j$ is sought with an error bound falling geometrically with the order $p$ and bounded work per charge. Units are bohr, e and hartree/e; $r_{ij}$ are pair distances.

For $d<R$, $1/|\mathbf R-\mathbf d|=\sum_n(d^n/R^{n+1})P_n(\cos\gamma)$, with Legendre polynomials $P_n$ and $\gamma$ the angle between $\mathbf R$ and $\mathbf d$. With $t=d/R$, dropping terms beyond $n=p$ leaves
$$|\text{remainder}|\le\frac1R\sum_{n=p+1}^\infty t^n=\frac1R\,\frac{t^{p+1}}{1-t}=\frac1{R-d}\Big(\frac dR\Big)^{p+1}.\tag{3}$$
For charges within radius $a$ of the origin, $Q=\sum_j|q_j|$ and a field point at distance $R>a$, the truncated potential $\Phi_p$ obeys
$$|\Phi-\Phi_p|\le\frac{Q}{R-a}\Big(\frac aR\Big)^{p+1}.\tag{4}$$
The example cluster has 40 charges $\pm1$ e (net 6 e), $a=5$ bohr, $R=15$ bohr, 200 directions and target error $10^{-6}$ hartree/e. "Collinear" means a single 40 e charge at radius $a$ on the line to the field point.

The fast multipole method (FMM) halves a cube $L$ times. Level $l$ has $n_l=2^l$ boxes per side, of edge $h_l=2^{L-l}h$; each leaf holds $s$ charges, so $N=s\,8^L$. Boxes of a level are near if all three index differences are at most $w\ge1$, otherwise separated; separation persists on refinement. A box's interaction list holds the separated boxes whose parents are near its parent.

Source and target have offsets $\boldsymbol\sigma,\boldsymbol\tau$ from their box centres; $\mathbf R$ joins the centres and $\mathbf d=\boldsymbol\sigma-\boldsymbol\tau$. The steps are P2M (charges to moments), M2M (moments to parent), M2L (moments to local expansions, over the lists at levels 2 to $L$), L2L (local expansions to children) and L2P (evaluation at charges). Near leaf pairs are summed directly. Orders satisfy $n+j\le p$.

M2L uses the functions $B_n^m(\mathbf R)=(n+m)!\,(n-m)!\,A_n^m(\mathbf R)^*/R^{2n+1}$. The shifts M2M and L2L use the solid harmonics $A_n^m(\pm\boldsymbol\delta)$, where $\boldsymbol\delta$ is the child-centre displacement; a recurrence gives $A_n^m$ with at most three products per coefficient. The shifts are exact, so each far pair contributes exactly the degree-$p$ truncation, with the $\mathbf R$ and $\mathbf d$ of its first separated level.

Each component of $\boldsymbol\sigma$ and $\boldsymbol\tau$ lies within $\pm h_l/2$, so $d\le\sqrt3h_l$, and separation means $R\ge(w+1)h_l$. Thus $t=d/R\le\theta=\sqrt3/(w+1)$, the same at every level. The true distance obeys $r_{ij}\le R+d$, so $1/(R-d)\le[(1+t)/(1-t)]/r_{ij}$, and this factor increases with $t$. Summing (3) over sources,
$$|\delta\Phi_i|\le\sum_{j\ \rm far}\frac{|q_j|\,t_{ij}^{\,p+1}}{R_{ij}-d_{ij}}\le\frac{1+\theta}{1-\theta}\,\theta^{p+1}S_i,\qquad S_i=\sum_{j\ne i}\frac{|q_j|}{r_{ij}} .\tag{8}$$
The ratio is not the $a/R$ of (4) but $(a_s+a_t)/R$, the sum of the two box radii $\sqrt3h_l/2$ over the distance of centres. It is 0.866 for $w=1$ and 0.577 for $w=2$; $w=0$ would give $\theta>1$ and no guarantee. For $w=1$ a source and target at opposite corners, $\mathbf R=(2,0,0)h_l$ and $\mathbf d=(1,1,1)h_l$, have $t=\theta$. They are not collinear, so the prefactor is not attained, but the rate is: the largest error among orders 400 to 419, set against the largest among orders 200 to 219, corresponds to a fall of 0.8654 per order against $\theta=0.8660$, tested to 1%; off the axis $P_n$ decays as $n^{-1/2}$, which alone lowers the figure to $\theta\,2^{-1/400}=0.8645$, and the error oscillates with the order, so the last two digits depend on where the two windows are placed. The argument needs every charge inside its box. Gaussian charge distributions in electronic-structure calculations extend beyond any box, and (8) does not cover them as it stands. The charge outside the box is not itself the error: a spherical Gaussian $\propto e^{-\alpha r^2}$ has the potential $q\,\mathrm{erf}(\sqrt\alpha\,r)/r$, which differs from that of a point charge at its centre by the fraction $\mathrm{erfc}(\sqrt\alpha\,r)$, so for such a charge the extra error is set by how far it reaches towards the target.

A working FMM with $h=4$ bohr, $L=3$, $s=2$ and 1024 charges $\pm1$ e (mean $S=59.8$ hartree/e) agrees with the pair-by-pair Legendre sums to about $10^{-14}$ hartree/e, which tests the operators, the exactness of the shifts and the lists; both inequalities of (8) are tested at every target. For $w=1$, $p=3$ the final factor is $(1.866/0.134)\times0.866^4=13.93\times0.5625=7.84$, and at $p=6$ it is still 5.09: a true but uninformative bound. The largest values of the middle expression are $5.0\times10^{-2}S$ and $7.8\times10^{-3}S$, and the largest actual errors $7.5\times10^{-4}S$ and $1.3\times10^{-4}S$. For $w=2$ at $p=6$ the three figures are $8.0\times10^{-2}$, $3.2\times10^{-4}$ and $4.8\times10^{-6}$. What (8) secures is geometric convergence and a guarantee relative to $S_i$ that does not depend on $N$; it is not a realistic estimate of the error.

The cost model counts one unit for each multiply-add of a translation and one for each ordered pair, so the direct sum costs $N(N-1)$. P2M and L2P are charged $K=(p+1)^2$ units per charge each; the recurrence would multiply this by a constant. The tables $B(\mathbf R)$ and $A(\boldsymbol\delta)$ involve a fixed set of offsets per level, a cost growing only as $L$, and are neglected, as if computed beforehand. In each of M2L, M2M and L2L the products run over all pairs $(j,k)$, $(n,m)$ whose orders add up to at most $p$, so every translation costs $T=\sum_{n+j\le p}(2n+1)(2j+1)$. From $\sum(n+1)x^n=1/(1-x)^2$ and $\sum nx^n=x/(1-x)^2$ follows $\sum(2n+1)x^n=(1+x)/(1-x)^2$. Squaring performs the convolution over $n+j$ and a factor $1/(1-x)$ the cumulative sum, so $T$ is the coefficient of $x^p$ in $(1+2x+x^2)/(1-x)^5$. Since $1/(1-x)^5=\sum_k\binom{k+4}4x^k$,
$$T(p)=\binom{p+4}4+2\binom{p+3}4+\binom{p+2}4\;\to\;\frac{4p^4}{24}=\frac{p^4}6 .$$
The limit is approached slowly: $T(4)=70+70+15=155$ against 43, and $T(10)=1001+1430+495=2926$ against 1667.

In a row of $\mu\ge w$ boxes, an index difference $o$ occurs for $\mu-|o|$ ordered pairs, so the near pairs number $\nu(\mu)=\sum_{o=-w}^w(\mu-|o|)=(2w+1)\mu-w(w+1)$, and in three dimensions $\nu^3$, since nearness is one condition per axis. Each near parent pair has $2\times2$ child pairs per axis, and near children always have near parents (separation persists), so subtracting them leaves the lists. Every box at levels 3 to $L$ needs one M2M and one L2L. The total is
$$W=\big[s^2\nu(n_L)^3-N\big]+2KN+T\sum_{l=2}^L\big[(4\nu(n_l/2))^3-\nu(n_l)^3\big]+2T\sum_{l=3}^L8^l,\tag{9}$$
where $-N$ removes self-pairs. The level-2 term uses $\nu(2)$, and the formula for $\nu(\mu)$ needs $\mu\ge w$, so (9) as written holds for $w\le2$. An interior box has $(4w+2)^3-(2w+1)^3=7(2w+1)^3$ boxes in its list, 189 for $w=1$ and 875 for $w=2$, and a boundary box has a subset of these. The list length does not depend on the level, and the boxes of all levels number $\sum_{l\le L}8^l<\frac87\,8^L=\frac87N/s$. For $w=1$, with 27 near leaves and $(189+2)\times\frac87=\frac{1528}7$,
$$\frac WN\le27s+\frac{1528}7\,\frac Ts+2K,\tag{10}$$
which does not contain $N$: at fixed $p$ and $s$ the work is linear. As $L\to\infty$ the boundary terms of (9) become negligible and $W/N$ tends to the right side minus one, but slowly, because for $w=1$ the mean list length is $[(6n-8)^3-(3n-2)^3]/n^3=189-(864-54)/n+\dots$, a deficit falling only as $N^{-1/3}$.

The counters in the running code are tested against (9) as exact integers. For $p=4$, $s=8$ the bound is $216+4229.3+50=4495.3$ units per charge. At $N=512$ there are $16^3-10^3=3096$ M2L steps and $64\times10^3-512=63488$ near pairs, so $W/N=(63488+155\times3096+50\times512)/512=1111$. At $N=4096$ the M2L count is $3096+40^3-22^3=56448$ and $W/N=2390$; at $N=32768$, $W/N=3313$. The work grows by 17.2 and 11.1 per eightfold step, apparent exponents 1.37 and 1.16, so a fit over these sizes would not look linear. Formula (9) gives an exponent of 1.009 between $L=7$ and 8, with $W/N$ about 4410 at $L=8$.

Linearity is a statement at fixed $p$, that is, at fixed guarantee relative to $S_i$. At fixed density $S_i$ is the density times $\int d^3r'/|\mathbf r_i-\mathbf r'|$ over the cube, which scales as the edge squared, $N^{2/3}$. In these runs, with all charges $+1$ e so that $S=\Phi$, the mean $S$ is 59.9, 240 and 964 hartree/e, ratios 4.00 and 4.02. The rms error relative to $S$, from one random filling and at most 1024 sampled targets per size, is $1.1\times10^{-4}$, $4.9\times10^{-5}$ and $4.0\times10^{-5}$. It does not grow with $N$; the bound does not predict the fall at the first step, and the difference between the last two figures is not established by one sample. The absolute rms error rises from $6.4\times10^{-3}$ to $1.1\times10^{-2}$ to $3.4\times10^{-2}$ hartree/e. A fixed absolute guarantee $\varepsilon$ from (8) needs $(p+1)\ln(1/\theta)\ge\ln[(1+\theta)S/((1-\theta)\varepsilon)]$, so $p$ grows as $\frac23\ln N/\ln(1/\theta)$.

Setting the $s$ derivative of (10) to zero, $27=\frac{1528}7T/s^2$, gives $s^*=\sqrt{1528\,T/189}$, where near and translation work are equal and the bound is $54s^*+2K$. Since $T\propto p^4$ at large $p$, this is proportional to $p^2$, and the fixed absolute guarantee costs $N\ln^2N$ as $N\to\infty$. This is a limit only: for $w=1$, $\varepsilon=10^{-6}$ hartree/e and $S\approx10^4$ hartree/e ($N\approx10^6$ at the density of these runs) the condition reads $p+1\ge(2.63+9.21+13.82)/0.1438\approx178$, and most of the numerator does not depend on $N$. For $p=4$, $s^*=35.4$ and the bound is $54\times35.4+50=1962$; for $p=10$, $s^*\approx154$ and it is 8547. At given $N$ the depth is an integer and $s$ moves in factors of 8. With $x=s/s^*$ the $s$-dependent part of (10) is $27s^*(x+1/x)$, symmetric under $x\to1/x$, so it favours the $s$ closest to $s^*$ on a logarithmic scale. The counted work at $N=16384$, $p=4$ follows this: $6.7\times10^7$, $2.1\times10^7$ and $1.0\times10^8$ units for $s=256$, 32 and 4, the best being 13 times below the direct sum.

Setting $N-1$ equal to the bound at $s^*$ would place the crossover near 2000 charges for $p=4$ and 8500 for $p=10$, but small trees are mostly boundary and cost less than (10). At $L=2$, $s=N/64$, and (9) gives $W=\frac{1000}{4096}N^2-N+2KN+3096\,T$. Equating this to $N^2-N$, with $\alpha=1-1000/4096=0.7559$,
$$\alpha N^2-2KN-3096\,T=0,\qquad N_\times=\frac{K+\sqrt{K^2+3096\,\alpha T}}{\alpha}.$$
For $p=4$ this is $(25+602.8)/0.7559=831$, and for $p=10$, with $K=121$, $(121+2619.5)/0.7559=3626$. Counted runs bracket both: $W$ over the direct cost is 1.123 at $N=768$ and 0.997 at 832, and 1.017 at 3584 and 0.991 at 3648, with depth 3 costlier in each case according to (9). Lowering the rms error from about $10^{-4}S$ to about $10^{-6}S$ thus raises the crossover from roughly 800 to roughly 3600 charges, and at large $p$ it scales as $\sqrt T\propto p^2$. These sizes belong to the cost model: if a translation step costs $\kappa$ pair evaluations, $T\to\kappa T$ and, the $K$ terms being small, $N_\times$ scales roughly as $\sqrt\kappa$. Charging each pair once, in the direct sum and in the near field, replaces $\alpha$ by $\alpha/2$ in the quadratic and moves the crossovers to 1195 and 5227. Charging the neglected tables, $7^3-3^3=316$ offsets at $3p^2$ recurrence products each, raises the ratio at $N=832$ from 0.997 to 1.019 and at 3648 from 0.991 to 0.998.

The remaining assumption is bounded leaf occupancy. Let the charges fill the sphere inscribed in a unit cube with density proportional to $Nr^{-5/2}$ about the centre, and choose the depth from the mean occupancy, so $h\propto N^{-1/3}$. A leaf at distance $kh$ holds of order $Nh^3(kh)^{-5/2}=Nh^{1/2}k^{-5/2}$ charges, the central leaves hold of order $Nh^{1/2}$ because the enclosed number grows as $Nr^{1/2}$, and shell $k$ has of order $k^2$ leaves. The near pairs scale as the sum of squared occupancies, $N^2h\sum_kk^{-3}$, whose sum converges, so the near work per charge grows as $Nh\propto N^{2/3}$. With mean $s=8$ the count is 7070 near pairs per charge at $N=32768$ and 28229 at $N=262144$, a ratio of 3.99 in this one random draw against $8^{2/3}=4$, where a uniform filling stays below 216. The error bound (8) never used the occupancy and survives; the linear count does not, and such distributions need a tree refined where the charges are, whose count (9) does not describe. The numerical check, with its output, carries out the tests and supplies the numbers.

## Values computed for the example and the checks

```
cluster: a=5.0 bohr, R=15.0 bohr, 40 charges, Q=40 e, net=6 e
max |Phi| over 200 directions = 0.51263 hartree/e
p=2: err 7.797e-03, collinear 1.481e-01, bound 1.481e-01 hartree/e
p=4: err 8.694e-04, collinear 1.646e-02, bound 1.646e-02 hartree/e
p=8: err 8.765e-06, collinear 2.032e-04, bound 2.032e-04 hartree/e
p=12: err 4.894e-08, collinear 2.509e-06, bound 2.509e-06 hartree/e
p=13: err 1.846e-08, collinear 8.363e-07, bound 8.363e-07 hartree/e
target 1e-06 hartree/e = 27.21 microvolt: p+1 >= 13.84, p = 13
corner pair w=1: measured rate per order 0.8654, theta 0.8660
FMM check: h=4.0 bohr, L=3, s=2, N=1024, mean S=59.777 hartree/e
w=1: theta=0.8660, largest |d|/R=0.7688, list max=189
 p=3: vs Legendre 8e-15 hartree/e; max err/S 7.51e-04, pair bound/S 5.00e-02, factor 7.835e+00
 p=6: vs Legendre 1e-14 hartree/e; max err/S 1.29e-04, pair bound/S 7.78e-03, factor 5.089e+00
w=2: theta=0.5774, largest |d|/R=0.5073, list max=875
 p=3: vs Legendre 1e-14 hartree/e; max err/S 1.87e-04, pair bound/S 6.98e-03, factor 4.147e-01
 p=6: vs Legendre 1e-14 hartree/e; max err/S 4.80e-06, pair bound/S 3.16e-04, factor 7.980e-02
scaling: p=4, s=8, K=25, T=155, bound W/N=4495.3 ops
N=512: M2L 3096, M2M 0, near 63488, W/N 1111.3 ops
  mean S 59.87, rms err 6.39e-03 hartree/e, rms err/S 1.06e-04
N=4096: M2L 56448, M2M 512, near 677376, W/N 2390.2 ops
  mean S 239.69, rms err 1.11e-02 hartree/e, rms err/S 4.90e-05
N=32768: M2L 640584, M2M 4608, near 6196736, W/N 3312.8 ops
  mean S 964.17, rms err 3.43e-02 hartree/e, rms err/S 4.00e-05
N x8: S ratio 4.003, W ratio 17.21, exponent 1.368
N x8: S ratio 4.023, W ratio 11.09, exponent 1.157
closed form L=7->8: W ratio 8.151, exponent 1.0090, W/N 4411.5 ops
N=16384, p=4, L=2, s=256: W=6.682e+07 ops, direct 2.684e+08 ops
N=16384, p=4, L=3, s=32: W=2.061e+07 ops, direct 2.684e+08 ops
N=16384, p=4, L=4, s=4: W=1.031e+08 ops, direct 2.684e+08 ops
p=4: T=155, p^4/6=43, s*=35.4, W/N bound at s*=1962 ops, crossover N=831
  N=768: W/direct=1.1230, rms err/S 9.18e-05
  N=832: W/direct=0.9975, rms err/S 7.39e-05
p=10: T=2926, p^4/6=1667, s*=153.8, W/N bound at s*=8547 ops, crossover N=3626
  N=3584: W/direct=1.0169, rms err/S 1.15e-06
  N=3648: W/direct=0.9912, rms err/S 1.14e-06
clustered N=32768: near pairs per charge 7070 (uniform < 216)
clustered N=262144: near pairs per charge 28229 (uniform < 216)
clustered growth for N x8: 3.993, predicted 4.000
```
